\section*{Through-Thickness Temperature Differences and Thermal Stress in a Free Wafer}

\section{What symmetry and dimensions allow}

Consider a uniform plate of thickness $h$ and radius $R\gg h$, with its mid-plane at $z=0$. The back face is at $z=-h/2$ and the heated front face at $z=+h/2$. Let $\theta$ be the temperature measured from a uniform reference at which the plate is flat and unstressed. The expansion coefficient $\alpha$ is uniform, isotropic and independent of temperature. Tension is positive.

Take first a linear profile $\theta=Gz$. In small-strain elasticity the response is proportional to $\alpha G$, which has the dimension of inverse length. Far from the rim, the curvature and in-plane stress must therefore have the forms
\begin{equation}
\kappa=c\,\alpha G,\qquad \sigma(z)=E\alpha Gh\,F(z/h),
\end{equation}
where $E$ is Young's modulus, and $c$ and $F$ may depend on Poisson's ratio $\nu$ and on how the plate is held. Reflection in the mid-plane reverses $G$. If the support respects this reflection, $F$ must be odd.

Symmetry does not say that $F$ is nonzero. The claim that every front-to-back difference causes stress assumes that it is. For a free plate $F=0$ and $c=1$; for a plate held flat $c=0$ and $F\neq0$.

Two further forms follow. A parabolic part $az^2/2$ of the profile is even in $z$, so its stress is even and scales as $E\alpha ah^2$. A finite bow stretches the mid-surface equally for $\kappa$ and $-\kappa$, so the stretching stress begins at order $\kappa^2$. The stretching strain is set by the geometry of the mid-surface, which gives the scale $E\kappa^2R^2$.

\section{The counter-example: a wafer in a steady soak}

A silicon wafer with $h=775\,\mu$m and $R=150$ mm is heated on its front face. Its back face, at 1300 K with emissivity 0.7, radiates $q_b=11.34$ W/cm$^2$ into cold black surroundings. (A cold parallel reflector of emissivity 0.1 would cut the net loss to 1.55 W/cm$^2$ and the difference found below to 0.48 K.) In a steady soak this heat crosses the whole thickness. With conductivity $k=25$ W/(m K), the gradient is uniform:
\begin{equation}
G=\frac{q_b}{k},\qquad
\Delta T=Gh=\frac{1.134\times10^5\times775\times10^{-6}}{25}\,\mathrm K
=3.51\ \mathrm K .
\end{equation}
Consider the displacement
\begin{equation}
u_x=\alpha Gxz,\qquad u_y=\alpha Gyz,\qquad
u_z=\tfrac12\alpha G(z^2-x^2-y^2).
\label{eq:disp}
\end{equation}
Its normal strains are
\begin{equation}
\partial_xu_x=\partial_yu_y=\partial_zu_z=\alpha Gz,
\end{equation}
and its shear strains vanish:
\begin{align}
\partial_yu_x+\partial_xu_y&=0+0=0,\\
\partial_zu_x+\partial_xu_z&=\alpha Gx-\alpha Gx=0,\\
\partial_zu_y+\partial_yu_z&=\alpha Gy-\alpha Gy=0.
\end{align}
Every element has the strain that it would have if it expanded alone. The elastic strain, which is total strain minus thermal strain, is zero. So is the stress, including at the rim. Equilibrium and the free-surface conditions are satisfied.

On the mid-plane $u_z=-\alpha Gr^2/2$, where $r^2=x^2+y^2$. The wafer is a shallow bowl, convex toward the hot face, with curvature $\alpha G=0.01995$ m$^{-1}$ and bow
\begin{equation}
b=\frac{\alpha GR^2}{2}=224\,\mu\mathrm m
\end{equation}
for $\alpha=4.4\times10^{-6}$ K$^{-1}$. A finite-element disc of radius $8h$, with free surfaces, $\nu=0.28$ and a linear profile, gave a largest stress component of $1.5\times10^{-9}E\alpha\Delta T$. This is rounding error: its quadratic elements contain the displacement of Eq.~\eqref{eq:disp} exactly.

\section{The general statement and its proof}

\textbf{Statement.} Let a body have uniform isotropic $\alpha$, no body force and no surface traction. In small-strain linear thermoelasticity, a smooth temperature field leaves it stress-free if and only if the field is linear in Cartesian coordinates, a constant included.

Suppose first that the stress is zero. The total strain is then $f\delta_{ij}$ with $f=\alpha\theta$, so
\begin{equation}
\partial_iu_i=f\ \text{(no sum)},\qquad
\partial_iu_j+\partial_ju_i=0\quad(i\ne j).
\label{eq:strain}
\end{equation}
Apply $\partial_i\partial_j$ to the second relation. Since $\partial_ju_j=\partial_iu_i=f$,
\begin{equation}
0=\partial_i^2(\partial_ju_j)+\partial_j^2(\partial_iu_i)
=\partial_i^2f+\partial_j^2f .
\end{equation}
The second derivatives thus sum to zero in each of the three pairs. Adding the $xy$ and $xz$ relations and subtracting the $yz$ relation gives $2\partial_x^2f=0$. The other two vanish likewise.

For the mixed derivatives let $i,j,k$ be distinct. Write $f=\partial_ku_k$ and use the shear relations in two ways:
\begin{align}
\partial_i\partial_jf&=\partial_i\partial_k(\partial_ju_k)
=-\partial_k^2\partial_iu_j,\\
\partial_i\partial_jf&=\partial_j\partial_k(\partial_iu_k)
=-\partial_k^2\partial_ju_i.
\end{align}
Their sum is
\begin{equation}
2\partial_i\partial_jf=-\partial_k^2(\partial_iu_j+\partial_ju_i)=0 .
\end{equation}
All second derivatives vanish, so $f$ is linear.

Conversely, let $f=f_0+\mathbf g\cdot\mathbf x$ and choose
\begin{equation}
\mathbf u=f_0\mathbf x+(\mathbf g\cdot\mathbf x)\mathbf x
-\tfrac12|\mathbf x|^2\mathbf g .
\end{equation}
Then
\begin{equation}
\partial_iu_j=f\delta_{ij}+g_ix_j-x_ig_j .
\end{equation}
The last two terms form an antisymmetric rotation and drop out of the strain, leaving $f\delta_{ij}$ and zero stress.

No other stress state is possible. The difference between two solutions has no thermal strain and no load. The work of its surface tractions is zero, so its elastic energy is zero. For a stable material that energy is positive unless the stress vanishes.

The proof does not use isotropic stiffness, so it applies to silicon's cubic elasticity. It does use uniform $\alpha$: a film with a different expansion coefficient breaks the assumption.

\section{How constraint or profile shape creates stress}

Now take a general $\theta(z)$ in an elastically isotropic plate, several thicknesses from the rim. All in-plane directions and positions are equivalent there, so the in-plane stress is equibiaxial and depends on $z$ alone. Equilibrium makes the transverse shear and normal stresses constant in $z$; the free faces make them zero.

The radial displacement is $u_r=r\,e(z)$. Zero transverse shear requires $\partial_ru_z=-r\,e'(z)$, hence $u_z=w_0(z)-r^2e'(z)/2$. The strain $\partial_zu_z=w_0'-r^2e''/2$ cannot depend on position in the plane, so $e''=0$ and $e=e_0+\kappa z$.

Hooke's law for equal in-plane stresses is $e=(1-\nu)\sigma/E+\alpha\theta$. With $M=E/(1-\nu)$,
\begin{equation}
\sigma=M(e_0+\kappa z-\alpha\theta).
\end{equation}
Let $\langle\ \rangle$ denote the average over thickness, so that $\langle z\rangle=0$ and $\langle z^2\rangle=h^2/12$. Zero net force gives $e_0=\alpha\langle\theta\rangle$. Zero moment gives $\kappa h^2/12=\alpha\langle z\theta\rangle$. Therefore
\begin{equation}
\sigma(z)=M\alpha\left[\langle\theta\rangle+
\frac{12z}{h^2}\langle z\theta\rangle-\theta(z)\right].
\label{eq:plate}
\end{equation}
The free plate removes the mean and the best linear part of the profile; the remainder causes stress. For $\theta=Gz$ the second term is $Gz$, and the bracket vanishes.

If the plate is held flat but may expand in its plane, $\kappa=0$ and $\sigma=-M\alpha Gz$. With $E=120$ GPa and $\nu=0.28$, $M\alpha=0.7333$ MPa/K. The soak then gives face stresses of size $0.7333\times3.51/2=1.29$ MPa, compressive on the hot face and tensile on the cool one. The constraint, not the gradient alone, supplies this stress.

\subsection{A spike-anneal ramp}

Let every depth heat at the same rate $s=250$ K/s. With density $\rho=2300$ kg/m$^3$ and heat capacity $c_p=950$ J/(kg K), heat conduction requires
\begin{equation}
kT''=\rho c_ps,\qquad kT'(-h/2)=q_b .
\end{equation}
The second relation says that heat flowing toward the back leaves by radiation. Integration gives
\begin{equation}
T'(z)=\frac{q_b+\rho c_ps(z+h/2)}{k}=G+az,
\end{equation}
\begin{equation}
G=\frac{q_b+\rho c_psh/2}{k},\qquad a=\frac{\rho c_ps}{k}.
\end{equation}
The stored heat $\rho c_psh$ is 42.33 W/cm$^2$. Hence $kG=11.337+21.167=32.50$ W/cm$^2$, and the face-to-face difference is $Gh=10.08$ K.

In small-strain theory the linear part gives no stress. Insert $az^2/2$ in Eq.~\eqref{eq:plate}: its average is $ah^2/24$ and its first moment is zero, so
\begin{equation}
\sigma(z)=\frac{M\alpha a}{2}\left(\frac{h^2}{12}-z^2\right).
\end{equation}
At either face this is $-M\alpha ah^2/12$; at mid-plane it is $+M\alpha ah^2/24$. With $a=21.85$ K/mm$^2$,
\begin{equation}
\sigma_{\rm face}=-0.7333\times\frac{21.85\times0.775^2}{12}\ \mathrm{MPa}
=-0.80\ \mathrm{MPa},
\end{equation}
and the mid-plane carries $+0.40$ MPa. Held flat, the linear part alone would add face stresses of size 3.7 MPa.

Equal net heating of both faces at the same rate gives $G=0$ but the same $a$. The front-to-back difference and the bow disappear, while the stress of $-0.80$ MPa at the faces remains. Within small-strain theory, a temperature difference between the faces is neither sufficient nor necessary for stress.

\subsection{The same difference near one face}

Keep $\Delta T=10.08$ K, but prescribe an exponential decay from the front with depth $d=h/5=155\,\mu$m:
\begin{equation}
\theta=\Delta T\,\frac{e^{-(h/2-z)/d}-e^{-5}}{1-e^{-5}} .
\end{equation}
Direct integration gives $\langle\theta\rangle=0.193\,\Delta T$ and $\langle z\theta\rangle=0.0614\,h\Delta T$. At the front,
\begin{equation}
\sigma=M\alpha\Delta T(0.193+6\times0.0614-1)=-3.24\ \mathrm{MPa}.
\end{equation}
A linear profile with the same end temperatures gives zero in the same small-strain model. The value $-3.24$ MPa assumes that the plate has had time to bend freely. In silicon such a profile belongs to a transient of duration $d^2\rho c_p/k=2.1$ ms, shorter than the 9.4 ms period of the lowest axisymmetric bending mode of the free wafer, so inertia holds the wafer partly flat. A front flux growing as $e^{t/\tau}$ with $\tau=2.1$ ms produces nearly this profile. The centre curvature of a free disc then reaches about half its static value, and the front stress there is about $-4.6$ MPa; a plate held fully flat would carry about $-6.0$ MPa. Even at rest the small-strain bow of this profile is $474\,\mu$m, and the finite-bow effect treated next adds stresses of up to about 0.6 MPa.

\section{When the bending is no longer small}

The ramp's small-strain bow is $\alpha GR^2/2=644\,\mu$m, comparable with the thickness. The slope is small, but a flat disc cannot become part of a sphere without stretching.

For $w=-\kappa r^2/2$ and radial mid-surface displacement $u$, the leading membrane strains are
\begin{equation}
\varepsilon_r=u'+\tfrac12w'^2,\qquad \varepsilon_\theta=u/r .
\end{equation}
Eliminating $u$ gives $(r\varepsilon_\theta)'-\varepsilon_r=-\kappa^2r^2/2$. Radial equilibrium is $\sigma_\theta=(r\sigma_r)'$. Try $\sigma_r=B(R^2-r^2)$, which vanishes at the free rim; then $\sigma_\theta=B(R^2-3r^2)$. Plane-stress Hooke's law gives
\begin{align}
E(r\varepsilon_\theta)'&=B[(1-\nu)R^2-3(3-\nu)r^2],\\
E\varepsilon_r&=B[(1-\nu)R^2-(1-3\nu)r^2].
\end{align}
Their difference is $-8Br^2$, so $B=E\kappa^2/16$. The rim hoop stress is $-E\kappa^2R^2/8$: compression, because the rim has too much circumference for the bowl.

Stretching also resists bending. Set $S=E\kappa^2R^2/16$. The area averages of $\sigma_r^2$, $\sigma_\theta^2$ and $\sigma_r\sigma_\theta$ are $S^2/3$, $S^2$ and zero. The mean energy per area, including bending away from $\alpha G$, is
\begin{equation}
U=\frac{Mh^3}{12}(\kappa-\alpha G)^2+\frac{Eh\kappa^4R^4}{384}.
\end{equation}
Setting $dU/d\kappa=0$ and dividing by $Mh^3/6$ yields
\begin{equation}
\kappa+\frac{(1-\nu)R^4}{16h^2}\kappa^3=\alpha G .
\end{equation}
This estimate assumes uniform curvature. Since $b=\kappa R^2/2$, the correction relative to $\kappa$ is $(1-\nu)b^2/(4h^2)$. For small bow this matches the reduction of the rim slope; the centre-to-rim bow falls about 1.5 times as much, because the curvature is reduced most near the centre. The estimate gives bows of 221 and $584\,\mu$m for soak and ramp, above the values listed next. Small bending therefore means $b\ll h$, not merely a small slope.

A numerical axisymmetric large-deflection solution, with nonuniform curvature allowed, gives these results for the linear part alone:
\begin{itemize}
\item Soak: bow $220\,\mu$m and peak stress 0.14 MPa.
\item Ramp: bow $562\,\mu$m, rim slope $0.45^\circ$, rim membrane stress $-0.88$ MPa and peak stress 1.1 MPa.
\end{itemize}
The peak includes bending stress, because the curvature no longer equals $\alpha G$ everywhere. In the ramp this finite-bow stress is as important as that of the parabolic profile. The zero-stress theorem has not failed. The strains are still small, but its premise that strain is linear in displacement no longer holds: the term $w'^2/2$ cannot be neglected.

\section{A real wafer}

The dimensions are those of a 300 mm wafer, and the ramp lies in the regime of lamp spike annealing. The material values are rough ones for hot silicon. One-sided heating is a choice; tools and surface films alter the flux balance. Several omitted effects matter at the megapascal level. Weight on a simply supported rim gives a peak stress of 0.81 MPa and a sag of $113\,\mu$m. A parabolic 5 K drop from centre to edge has $\alpha\theta=-\alpha\delta r^2/R^2$, with $\delta=5$ K. It adds $-2\alpha\delta r^2/R^2$ to $(r\varepsilon_\theta)'-\varepsilon_r$. For a flat disc the total must vanish, so $B=-E\alpha\delta/(4R^2)$ and the rim hoop stress is $-2BR^2=E\alpha\delta/2=1.32$ MPa, even with no difference through the thickness. The weight stress peaks at the centre and the radial-drop stress at the rim. The ramp's finite-bow stress has two nearly equal peaks: $-1.10$ MPa at the rim on the hot face, opposite in sign to the radial-drop stress, and $+1.09$ MPa at the centre on the cool face. These values cannot simply be added, because the effects couple through the bow. In the large-deflection equations the ramp's linear part together with the 5 K drop gives a bow of about $660\,\mu$m and a rim membrane stress of $+0.16$ MPa, not $1.32-0.88=0.44$ MPa. The ramp's linear part together with weight, hot face up, gives a bow of $480\,\mu$m, not $562-113=449\,\mu$m, and a peak tension of 1.5 MPa at the centre of the cool face, not $1.09+0.81=1.90$ MPa.

Other corrections are smaller or affect the stretching estimate. Taking $k\propto1/T$ and letting $\alpha$ rise by $10^{-9}$ K$^{-1}$ per kelvin gives a soak face stress of only $-0.75$ kPa. This value assumes that heat enters and leaves exactly at the surfaces; if the back face emitted from a layer of exponential depth $10\,\mu$m, the curved profile there would give about $-32$ kPa. In the ramp the net front flux is about five times larger, and depths of $10\,\mu$m at both faces would change the face stresses from $-0.80$ MPa to about $-0.65$ MPa at the front and $-0.83$ MPa at the back. The thermal settling time $h^2\rho c_p/(\pi^2k)$ is 5.3 ms, during which the ramp raises the temperature by about 1.3 K; the steady ramp profile is therefore reasonable after several such times, but not at an abrupt change of lamp power. Rough room-temperature stiffnesses give an in-plane Young's modulus 1.3 times as large along $\langle110\rangle$ as along $\langle100\rangle$, so the isotropic values used here, which correspond to $\langle100\rangle$, understate the stretching stiffness of a (001) wafer. With cubic compliances scaled to the same $\langle100\rangle$ modulus, the ramp's rim membrane stress becomes $-0.97$ MPa and its peak stress 1.27 MPa, increases of 11 and 15\%, while the bow changes by about 1\%. Patterned films, finite optical absorption depth and local support contacts are outside the model, which does not predict slip.

\section*{Values computed for the example and the checks}
\begin{verbatim}
Wafer thickness: 775 um
Wafer radius: 150 mm
Rough hot Young modulus: 120 GPa
Poisson ratio: 0.28
Biaxial modulus M: 166.7 GPa
Rough expansion coefficient: 4.4 ppm/K
Rough thermal conductivity: 25 W/(m K)
Rough density: 2300 kg/m3
Rough heat capacity: 950 J/(kg K)
Rough emissivity: 0.7
Back-face temperature: 1300 K
Ramp rate: 250 K/s
Back-face radiative loss: 11.34 W/cm2
Heat stored during ramp: 42.33 W/cm2
Stress per kelvin, M alpha: 0.7333 MPa/K
Soak: front-back difference: 3.514 K
Soak: free curvature: 0.01995 1/m
Soak: small-deflection bow: 224.5 um
Soak: large-deflection bow: 219.6 um
Soak: held-flat face stress size: 1.289 MPa
Soak: peak finite-bow stress: 0.143 MPa
Ramp: front-back difference: 10.08 K
Ramp: second derivative of T: 21.85 K/mm2
Ramp: free curvature: 0.05721 1/m
Ramp: small-deflection bow: 643.6 um
Ramp: large-deflection bow: 562.2 um
Ramp: rim slope: 0.451 degrees
Ramp: held-flat linear-part stress: 3.695 MPa
Ramp: free-plate face stress: -0.802 MPa
Ramp: free-plate middle stress: 0.401 MPa
Ramp: finite-bow rim membrane stress: -0.877 MPa
Ramp: peak finite-bow stress: 1.1 MPa
Ramp: ratio of principal curvatures: 1
Concentrated profile: decay depth: 155 um
Same difference, concentrated: front stress: -3.241 MPa
Finite elements, linear T: largest stress/(E alpha dT): 1.5e-09
Thermal settling time: 5.32 ms
Edge-supported weight: peak stress: 0.805 MPa
Edge-supported weight: sag: 113 um
Chosen centre-to-edge drop: 5 K
Radial drop: rim hoop stress: 1.32 MPa
Rough slope of expansion coefficient: 1 1e-9/K2
Soak: varying-k-and-alpha face stress: -0.752 kPa
Ramp gradient: varying-k-and-alpha face stress: -6.19 kPa
Rough in-plane Young modulus ratio, <110>/<100>: 1.3
\end{verbatim}
